# Density-of-States Mass from the Seebeck Coefficient: Acoustic versus Ionized-Impurity Scattering

## Problem

An n-type thermoelectric semiconductor has a Seebeck coefficient of magnitude $200\ \mu\text{V/K}$ and an electron density $n=2\times10^{19}\ \text{cm}^{-3}$ at $T=300$ K.

1. For a parabolic band with relaxation time $\tau\propto E^r$, derive the relations that give the density-of-states mass $m_d$ from these data.
2. Show that each assumed exponent $r$ gives one mass, and decide whether acoustic or ionized-impurity scattering gives the larger one.
3. Calculate both masses and the relative change.
4. Estimate how far the main neglected effects move the answer.

Energies $E$ are measured from the band edge, $\mu$ is the chemical potential on the same scale, and $e>0$. Scattering is elastic, $\tau$ depends on energy alone, and phonon drag is neglected. Valleys may be ellipsoidal. Until part 4, $n$ is the true carrier density.

## Solution

### 1. From the data to the mass

**Seebeck coefficient.** Let $f$ be the Fermi function and $\bar\mu=\mu-e\phi$ the electrochemical potential, with $\phi$ the electrostatic potential. To first order in the gradients, the Boltzmann equation gives

$$
\delta f=-\tau\,\mathbf v\cdot\left(\frac{\partial f}{\partial T}\nabla T+\frac{\partial f}{\partial\mu}\nabla\bar\mu\right).
$$

The spatial variation of $\mu$ and the electric force combine into $\nabla\bar\mu$. Since $f$ depends on $(E-\mu)/kT$,

$$
\frac{\partial f}{\partial\mu}=-\frac{\partial f}{\partial E},\qquad
\frac{\partial f}{\partial T}=\frac{E-\mu}{T}\left(-\frac{\partial f}{\partial E}\right).
$$

The current along a principal axis $i$ is $-e\sum v_i\,\delta f$, or

$$
J_i=e\sum_{\mathbf k}v_i^2\tau\left(-\frac{\partial f}{\partial E}\right)
\left[\frac{E-\mu}{T}\,\partial_iT+\partial_i\bar\mu\right].
$$

At open circuit $J_i=0$, so $\partial_i\bar\mu=-\langle E-\mu\rangle\,\partial_iT/T$, where the average has weight $v_i^2\tau(-\partial f/\partial E)$. The measured voltage is $V=-\bar\mu/e$, and $S=-dV/dT$. Therefore

$$
S=\frac1e\frac{d\bar\mu}{dT}=-\frac{\langle E-\mu\rangle}{eT}.
$$

It is negative for the electrons here, and only its magnitude is needed below.

For an ellipsoidal valley, put $k_i=\sqrt{m_i}\,q_i$. Then $E=\hbar^2q^2/2$ and $v_i^2=\hbar^2q_i^2/m_i$, whose mean over a constant-energy surface is $2E/(3m_i)$. The factor $1/m_i$ cancels from the average. Multiplying $v_i^2\propto E$, $\tau\propto E^r$ and the density of states $\propto E^{1/2}$ gives the weight $E^p(-\partial f/\partial E)$, with $p=r+3/2$.

Define $x=E/kT$, $\eta=\mu/kT$, $s=e|S|/k$ and

$$
F_j(\eta)=\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}}.
$$

Integration by parts gives $\int_0^\infty x^q(-f')\,dx=qF_{q-1}$ for $q>0$, because the boundary terms vanish. Using $q=p+1$ in the numerator and $q=p$ in the denominator,

$$
s=\frac{(p+1)F_p(\eta)}{pF_{p-1}(\eta)}-\eta. \tag{1}
$$

**Density.** With spin included, $N_v$ equivalent valleys have the density of states $4\pi(2m_d/h^2)^{3/2}E^{1/2}$, where $m_d=N_v^{2/3}(m_1m_2m_3)^{1/3}$. Filling these states and solving for the mass,

$$
n=4\pi\left(\frac{2m_dkT}{h^2}\right)^{3/2}F_{1/2}(\eta),\qquad
m_d=\frac{h^2}{2kT}\left[\frac{n}{4\pi F_{1/2}(\eta)}\right]^{2/3}. \tag{2}
$$

Equation (1) fixes $\eta$ from $S$; equation (2) then fixes $m_d$ from $n$.

**The two exponents.** For acoustic deformation-potential scattering, the squared coupling is proportional to the phonon wavevector $q$. The thermal phonon number at high temperature is proportional to $T/q$. Their product is independent of $q$, so the rate follows the density of final states: $1/\tau\propto E^{1/2}$, $r=-1/2$, $p=1$.

For a screened Coulomb centre in a spherical valley, the squared matrix element in the Born approximation is proportional to $(q^2+q_s^2)^{-2}$, where $q^2=2k^2(1-c)$ and $c$ is the cosine of the scattering angle. With the momentum-loss factor $1-c$ and the substitution $t=2k^2(1-c)$,

$$
\frac1\tau\propto E^{1/2}\int_{-1}^{1}\frac{(1-c)\,dc}{[2k^2(1-c)+q_s^2]^2}
=\frac{E^{1/2}}{4k^4}\int_0^{4k^2}\frac{t\,dt}{(t+q_s^2)^2}
=\frac{E^{1/2}}{4k^4}L(b),
$$

$$
L(b)=\ln(1+b)-\frac{b}{1+b},\qquad b=\frac{4k^2}{q_s^2}.
$$

Since $k^4\propto E^2$, $1/\tau\propto E^{-3/2}L(b)$. The usual impurity exponent $r=3/2$, hence $p=3$, follows if $L$ is treated as constant. Part 4 removes that assumption.

### 2. One mass for each mechanism, and their order

From $F_p'=pF_{p-1}$, equation (1) becomes $s=(p+1)F_p/F_p'-\eta$, and

$$
\frac{ds}{d\eta}=p-(p+1)\frac{F_pF_p''}{(F_p')^2}. \tag{3}
$$

Let $G=F_p^{1/(p+1)}$. Differentiating twice,

$$
G''=\frac{F_p^{1/(p+1)-2}}{p+1}\left[F_pF_p''-\frac{p}{p+1}(F_p')^2\right].
$$

Comparison with (3) shows that $ds/d\eta$ has the opposite sign to $G''$. To find that sign, integrate $F_p$ by parts and set $u=x-\eta$:

$$
F_p=\frac1{p+1}\int_{-\infty}^{\infty}(\eta+u)_+^{\,p+1}w(u)\,du,\qquad w(u)=\frac1{4\cosh^2(u/2)},
$$

where $(y)_+=\max(y,0)$. Since $w$ is a normalized probability density, $G$ is, up to a constant, the $L^{p+1}$ norm of $(\eta+u)_+$. This function is convex in $\eta$ for every $u$, and strictly so across its kink. The triangle inequality for the norm therefore makes $G$ strictly convex, and $s$ falls strictly with $\eta$.

For $\eta\to-\infty$, $f\to e^{\eta-x}$ and $s\to p+1-\eta$, which grows without bound. For $\eta\to\infty$, expand the weight as $x^p\simeq\eta^p(1+pu/\eta)$. Since $\langle u\rangle_w=0$ and $\langle u^2\rangle_w=\pi^2/3$, $s\simeq\pi^2p/(3\eta)\to0$. Every positive $s$ thus has one $\eta$, and one mass.

To order the masses, note that changing $p$ from 1 to 3 multiplies the weight by $x^2$. For any increasing positive function $a(x)$,

$$
\frac{\langle xa\rangle}{\langle a\rangle}-\langle x\rangle=\frac{\operatorname{cov}(x,a)}{\langle a\rangle}>0. \tag{4}
$$

At fixed $\eta$, impurity scattering therefore gives the larger $s$, because it favours energetic carriers. To bring $s$ back to the measured value, $\eta$ must rise. Then $F_{1/2}$ rises, and at fixed $n$ the mass must be smaller.

### 3. Numerical answer

With $k/e=86.173\ \mu\text{V/K}$, $s=200/86.173=2.3209$.

**Acoustic scattering.** The root is $\eta=0.0740$, so $\mu$ lies about 2 meV above the band edge. Substitution into (1) confirms it:

$$
\frac{2(0.87518)}{0.73085}-0.0740=2.321.
$$

With $F_{1/2}=0.71872$, equation (2) gives

$$
m_d=\frac{h^2}{2kT}\left[\frac{2\times10^{25}\ \text{m}^{-3}}{4\pi(0.71872)}\right]^{2/3}
=9.00\times10^{-31}\ \text{kg}=0.99\,m_e.
$$

**Impurity scattering.** The root is $\eta=3.005$, or $\mu=78$ meV:

$$
\frac{4(76.038)}{3(19.035)}-3.005=2.321.
$$

Now $F_{1/2}=3.9859$. At the same $n$ and $T$,

$$
\frac{m_{\rm imp}}{m_{\rm ac}}=\left(\frac{0.71872}{3.9859}\right)^{2/3}=0.319,\qquad m_{\rm imp}=0.32\,m_e.
$$

**Changing the assumption from acoustic to ionized-impurity scattering lowers the inferred mass by 68% relative to the acoustic value.** If instead the acoustic mass and density were kept and only the exponent changed, the predicted $|S|$ would be $357\ \mu\text{V/K}$.

As a test of (1) and (2), both solutions were inserted into direct wavevector sums over six ellipsoidal valleys with principal masses in the ratio $0.5:1:2$. The sums returned $2\times10^{19}\ \text{cm}^{-3}$ and $-200.00\ \mu\text{V/K}$, the latter along both the light and heavy axes.

**Two limits.** In this model the mass ratio depends on $S$ alone, since $n$ and $T$ cancel. In the nondegenerate limit $\eta=p+1-s$, so the two values of $\eta$ differ by 2. As $F_{1/2}\propto e^\eta$, the ratio tends to $e^{-4/3}=0.264$. In the degenerate limit $\eta\propto p$ and $F_{1/2}\simeq\frac23\eta^{3/2}$, so it tends to $1/3$. The approach is not monotonic: the ratio is 0.348 at $100\ \mu\text{V/K}$.

At $200\ \mu\text{V/K}$ the nondegenerate formula is off by about 10% and the leading degenerate one by about a quarter. Maxwell–Boltzmann statistics gives $1.06\,m_e$ and $0.28\,m_e$ for acoustic and impurity scattering; the leading degenerate formula gives $0.73\,m_e$ and $0.24\,m_e$.

### 4. How secure is the inference?

**Screening.** Because $L(b)$ depends on energy, the local impurity exponent is

$$
r_{\rm loc}=\frac32-\frac{b\,L'(b)}{L(b)}=\frac32-\frac{b^2}{(1+b)^2L(b)}.
$$

The subtracted term is positive. It is at most 2, because $L-b^2/[2(1+b)^2]$ vanishes at $b=0$ and has derivative $b^2/(1+b)^3\ge0$. Hence $-1/2\le r_{\rm loc}\le3/2$. By (4), the screened mass lies between the two power-law masses.

To size the effect, take $q_s^2=(e^2/\varepsilon)\,\partial n/\partial\mu$, six spherical valleys and scattering within each valley, and solve for mass and screening together. Relative permittivities of 10, 100 and 400 give $0.55$, $0.39$ and $0.36\,m_e$. The reductions from the acoustic mass are 44%, 61% and 64%. The first value is good only to about 10%, because $k$ times the effective Bohr radius is near 1 there. Wavevector-dependent (Lindhard) screening raises it to about $0.59\,m_e$, and exact phase shifts for an attractive centre in place of the Born approximation lower it to about $0.49\,m_e$. Lindhard screening leaves the other two values unchanged at the digits shown. Weak screening makes $L$ vary slowly; very strong screening gives $L\simeq b^2/2$ and restores the acoustic exponent.

**Mixed scattering.** Adding the two power-law rates also gives an intermediate exponent. If they are equal at $E=2kT$, the mass is $0.635\,m_e$.

**Measured inputs.** Changing $|S|$ from 190 to $210\ \mu\text{V/K}$ moves the acoustic mass from 0.91 to $1.08\,m_e$ and the impurity mass from 0.29 to $0.34\,m_e$. At fixed $S$ and $n$, $m_d\propto1/T$, so a temperature of 310 K would lower the acoustic mass to $0.96\,m_e$.

If the quoted density is a Hall density $n_H=1/(e|R_H|)$, with $R_H$ the low-field Hall coefficient, the true density is $r_Hn_H$. For an isotropic band $r_H=\langle\tau^2\rangle/\langle\tau\rangle^2$, with weight $x^{3/2}(-f')$. The factors are 1.13 for acoustic and 1.35 for impurity scattering, and the masses become $1.07\,m_e$ and $0.38\,m_e$.

**The real case.** These data are roughly in the regime of an n-type bismuth telluride leg near room temperature, for which six valleys, a static relative permittivity of order 100 (anisotropic, and up to a few hundred) and a gap near 0.15 eV are rough values. With six valleys, the mean mass per valley is $m_d/6^{2/3}$: about $0.30\,m_e$ for acoustic and $0.10\,m_e$ for impurity scattering. The impurity case is unlikely to apply to this material. At a permittivity of 100, with one singly charged centre per electron, the screened model gives an impurity-limited mobility near $2\times10^4\ \text{cm}^2/\text{Vs}$, far above the few hundred $\text{cm}^2/\text{Vs}$ typical of such legs, so other scattering must dominate.

The parabolic assumption is doubtful with so small a gap, especially when $\mu=78$ meV. With $E(1+E/E_g)=\hbar^2k^2/2m$ in each valley, $E_g=0.15$ eV and wavefunction-overlap factors omitted, the band-edge density-of-states masses are $0.926\,m_e$ and $0.165\,m_e$. The second is 48% below its parabolic value, so the impurity result depends strongly on the dispersion. The small acoustic shift (6%) depends on omitting the overlap. Multiplying the acoustic rate by the usual two-band factor $1-8y(1+y)/[3(1+2y)^2]$, with $y=E/E_g$ and equal deformation potentials in the two bands, gives $0.77\,m_e$, which is 22% below the parabolic value. Minority holes, given equal mass and scattering prefactor, raise the acoustic mass to $1.02\,m_e$ and leave the impurity mass unchanged at the digits quoted. With holes, $|S|$ passes through a maximum as $\eta$ falls, so the uniqueness of part 2 is lost. A second, strongly bipolar solution exists at $\eta\approx-2.2$ (acoustic, $3.7\,m_e$, about one hole per four electrons) and $\eta\approx-2.5$ (impurity, $4.6\,m_e$). It must be excluded by other data, such as the temperature dependence of $S$. These corrections were sized one at a time; they interact, so their separate shifts should not simply be added.

Polar-optical scattering, higher conduction bands, impurity scattering in anisotropic valleys and anisotropy of the Hall factor have not been sized. The two data, $S$ and $n$, cannot determine the three unknowns $\eta$, $m_d$ and $r$. A mass obtained from them should therefore be quoted with its scattering assumption. The numerical output lists the remaining intermediate values.

## Computed values

```
Seebeck magnitude: 200 uV/K
density: 2e+19 cm^-3
temperature: 300 K
k/e: 86.173 uV/K
reduced Seebeck S e/k: 2.3209
acoustic eta: 0.07404
acoustic mu from band edge: 1.914 meV
acoustic F_0: 0.73085
acoustic F_1: 0.87518
acoustic F_1/2: 0.71872
acoustic mass: 0.9885 m_e
acoustic k-sum: n = 2e+19 cm^-3, S = -200.00, -200.00 uV/K
impurity eta: 3.005
impurity mu from band edge: 77.7 meV
impurity F_2: 19.035
impurity F_3: 76.038
impurity F_1/2: 3.9859
impurity mass: 0.3155 m_e
impurity k-sum: n = 2e+19 cm^-3, S = -200.00, -200.00 uV/K
mass change acoustic to impurity: -68.1 %
impurity S if acoustic mass is kept: 356.8 uV/K
mass ratio impurity/acoustic at 10 uV/K: 0.3339
mass ratio impurity/acoustic at 100 uV/K: 0.3476
mass ratio impurity/acoustic at 200 uV/K: 0.3192
mass ratio impurity/acoustic at 300 uV/K: 0.29
mass ratio impurity/acoustic at 1000 uV/K: 0.2636
nondegenerate limit exp(-4/3): 0.2636
acoustic Maxwell-Boltzmann mass: 1.06 m_e
acoustic degenerate-formula mass: 0.733 m_e
acoustic mass at 190, 210 uV/K: 0.906, 1.077 m_e
acoustic Hall factor: 1.133
acoustic mass if n is a Hall density: 1.07 m_e
acoustic band-edge mass, nonparabolic: 0.926 m_e
acoustic with holes: mass 1.0207 m_e, hole/electron ratio 3.85e-03
impurity Maxwell-Boltzmann mass: 0.281 m_e
impurity degenerate-formula mass: 0.244 m_e
impurity mass at 190, 210 uV/K: 0.292, 0.340 m_e
impurity Hall factor: 1.347
impurity mass if n is a Hall density: 0.385 m_e
impurity band-edge mass, nonparabolic: 0.165 m_e
impurity with holes: mass 0.3155 m_e, hole/electron ratio 3.33e-05
acoustic mass if T is 310 K: 0.9566 m_e
gap used for corrections: 0.15 eV
screened impurity, permittivity 10: mass 0.550 m_e, b at kT 0.535
screened impurity, permittivity 100: mass 0.386 m_e, b at kT 4.72
screened impurity, permittivity 400: mass 0.359 m_e, b at kT 18.5
mixed scattering mass: 0.635 m_e
```
